# Terms of the e² configuration in the negative nitrogen-vacancy centre: verification in Python

```python
"""
Terms of the e^2 configuration in C3v (negative nitrogen-vacancy centre).
Result under test: E(1E)-E(3A2) = 2K and E(1A1)-E(3A2) = 4K, K = (xy|xy) > 0,
for the single configuration a1^2 e^2.  Mixing with a1 e^3 and e^4 is tested too.
Symbols: a = a1 orbital, x and y = partners of the e orbital,
(pq|rs) = repulsion of densities pq and rs, divided by a screening factor;
Delta = e minus a1 level energy in the filled shell a1^2 e^4.
Model: three carbon sp3 hybrids pointing at the vacancy.  Hartree atomic units.
"""
import itertools
import numpy as np
from scipy.constants import physical_constants
from pyscf import gto
from pyscf.fci import direct_spin1

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
distance = 2.9      # carbon to vacancy, bohr
screening = 5.0     # uniform divisor of the repulsion
Delta = 0.08        # hartree


def dangling_bonds(first_shift=0.0):
    """Hybrids, their overlap and repulsion, and symmetry combinations a, x, y."""
    atoms, directions = [], []
    for i in range(3):
        angle = 2 * np.pi * i / 3
        u = np.array([np.sqrt(8) / 3 * np.cos(angle),
                      np.sqrt(8) / 3 * np.sin(angle), -1 / 3])
        directions.append(u)
        atoms.append(["C", tuple(u * (distance + (first_shift if i == 0 else 0)))])
    mol = gto.M(atom=atoms, basis="sto-3g", unit="Bohr", verbose=0)
    hybrids = np.zeros((mol.nao_nr(), 3))
    for i, u in enumerate(directions):
        # order on each atom: 1s, 2s, 2px, 2py, 2pz
        hybrids[5 * i + 1, i] = 0.5
        hybrids[5 * i + 2:5 * i + 5, i] = -np.sqrt(3) / 2 * u
    overlap = hybrids.T @ mol.intor("int1e_ovlp") @ hybrids
    rep = mol.intor("int2e").reshape((mol.nao_nr(),) * 4)
    for _ in range(4):
        # contracts the first index and appends the new one at the end
        rep = np.tensordot(rep, hybrids, axes=(0, 0))
    rep = rep / screening
    comb = np.array([[1, 1, 1], [2, -1, -1], [0, 1, -1]], float).T
    comb = comb / np.sqrt(np.diag(comb.T @ overlap @ comb))
    return mol, hybrids, overlap, rep, comb


def to_orbitals(rep, comb):
    for _ in range(4):
        rep = np.tensordot(rep, comb, axes=(0, 0))
    return np.ascontiguousarray(rep)


mol, hybrids, overlap, rep_hyb, comb = dangling_bonds()
assert np.allclose(comb.T @ overlap @ comb, np.eye(3), atol=1e-10)
rep = to_orbitals(rep_hyb, comb)
a, x, y = 0, 1, 2
Jxx, Jyy, Jxy, K = rep[x, x, x, x], rep[y, y, y, y], rep[x, x, y, y], rep[x, y, x, y]

# Symmetry operations as permutations of the hybrids.
symmetry = {}
for name, image in (("C3", [1, 2, 0]), ("mirror", [0, 2, 1])):
    assert np.allclose(rep_hyb[np.ix_(image, image, image, image)], rep_hyb, atol=1e-9)
    perm = np.zeros((3, 3))
    perm[image, range(3)] = 1
    symmetry[name] = (comb.T @ overlap @ perm @ comb)[1:, 1:]
assert abs(Jxx - Jyy) < 1e-9
assert abs(Jxx - Jxy - 2 * K) < 1e-9

# Counter-test: the identity must fail when the triangle is distorted.
_, _, _, rep_bent, comb_bent = dangling_bonds(first_shift=0.3)
bent = to_orbitals(rep_bent, comb_bent)
mismatch = ((bent[x, x, x, x] + bent[y, y, y, y]) / 2
            - bent[x, x, y, y] - 2 * bent[x, y, x, y])
assert abs(mismatch) > 1e-4

# K from its Fourier integral, with a Coulomb kernel cut at half the box length.
box, n = 28.0, 100
step = box / n
line = (np.arange(n) - n // 2) * step
points = np.stack(np.meshgrid(line, line, line, indexing="ij"), -1).reshape(-1, 3)
density = np.empty(len(points))
for start in range(0, len(points), 100000):
    part = slice(start, start + 100000)
    values = mol.eval_gto("GTOval", points[part]) @ hybrids @ comb
    density[part] = values[:, x] * values[:, y]
rho_k = np.fft.fftn(density.reshape(n, n, n)) * step**3
k = 2 * np.pi * np.fft.fftfreq(n, step)
k2 = k[:, None, None]**2 + k[None, :, None]**2 + k[None, None, :]**2
k2[0, 0, 0] = 1.0
kernel = 4 * np.pi * (1 - np.cos(np.sqrt(k2) * box / 2)) / k2
kernel[0, 0, 0] = 2 * np.pi * (box / 2)**2
K_fourier = np.sum(kernel * np.abs(rho_k)**2) / box**3 / screening
# tolerance: finite grid spacing and density tails at the box edge
assert K > 0 and abs(K_fourier / K - 1) < 2e-3

# Two electrons in x and y: all six determinants.
one = np.eye(2)
ve = rep[1:, 1:, 1:, 1:]
h_pair = np.einsum("prqt,ac,bd->paqbrctd", ve, one, one).reshape(16, 16)
pairs = list(itertools.combinations(range(4), 2))
anti = np.zeros((16, len(pairs)))
for col, (i, j) in enumerate(pairs):
    anti[4 * i + j, col] = 1 / np.sqrt(2)
    anti[4 * j + i, col] = -1 / np.sqrt(2)
level, vector = np.linalg.eigh(anti.T @ h_pair @ anti)
spin_sq = np.zeros((16, 16), complex)
for s in (np.array([[0, 1], [1, 0]]), np.array([[0, -1j], [1j, 0]]),
          np.array([[1, 0], [0, -1]])):
    single = np.kron(one, s / 2)
    total = np.kron(single, np.eye(4)) + np.kron(np.eye(4), single)
    spin_sq += total @ total
terms = (("3A2", slice(0, 3), 3, 2, 1, -1, Jxy - K),
         ("1E", slice(3, 5), 1, 0, -1, 0, Jxx - K),
         ("1A1", slice(5, 6), 1, 0, 1, 1, Jxx + K))
report = []
for name, span, mult, s2, chi_c3, chi_mirror, energy in terms:
    states = anti @ vector[:, span]
    assert np.allclose(level[span], energy, atol=1e-9)
    s2_found = np.real(states.T @ spin_sq @ states)
    assert np.allclose(s2_found, s2 * np.eye(states.shape[1]), atol=1e-8)
    chi = []
    for op in ("C3", "mirror"):
        orb = np.kron(symmetry[op], one)
        chi.append(np.trace(states.T @ np.kron(orb, orb) @ states) / mult)
    assert np.allclose(chi, [chi_c3, chi_mirror], atol=1e-8)
    report.append((name, states.shape[1], np.trace(s2_found) / states.shape[1],
                   chi[0], chi[1], level[span].mean()))

# Four electrons in a, x, y: every determinant with zero spin projection.
eps = np.diag([0.0, Delta, Delta])
h_one = eps - 2 * np.einsum("prqq->pr", rep) + np.einsum("pqqr->pr", rep)
h_abs = direct_spin1.absorb_h1e(h_one, rep, 3, (2, 2), 0.5)
h_four = np.zeros((9, 9))
for col in range(9):
    unit = np.zeros((3, 3))
    unit.flat[col] = 1.0
    h_four[:, col] = direct_spin1.contract_2e(h_abs, unit, 3, (2, 2)).ravel()
# The first two spin strings contain a; both spins there means a1^2 e^2.
block = h_four.reshape(3, 3, 3, 3)[:2, :2, :2, :2].reshape(4, 4)
block_levels = np.linalg.eigvalsh(block)
assert np.allclose(block_levels - block_levels[0], [0, 2 * K, 2 * K, 4 * K], atol=1e-8)

# Mixing formulas in the two-hole picture, relative to two holes in e.
g = rep[a, x, x, x]
Jax, Kax, Jaa = rep[a, a, x, x], rep[a, x, a, x], rep[a, a, a, a]
assert abs(rep[a, y, x, y] + g) < 1e-9
root_A2 = Jxy - K
roots_E = np.linalg.eigvalsh([[Jxx - K, 2 * g], [2 * g, Delta + Jax + Kax]])
roots_A1 = np.linalg.eigvalsh([[Jxx + K, np.sqrt(2) * Kax],
                               [np.sqrt(2) * Kax, 2 * Delta + Jaa]])
root_3E = Delta + Jax - Kax
filled = (2 * np.trace(h_one) + 2 * np.einsum("ppqq->", rep)
          - np.einsum("pqqp->", rep))
predicted = np.sort([root_A2, *roots_E, *roots_E, *roots_A1, root_3E, root_3E])
full_levels = np.linalg.eigvalsh(h_four)
assert np.allclose(full_levels, predicted + filled - 2 * Delta, atol=1e-8)
mixed_E, mixed_A1 = roots_E[0] - root_A2, roots_A1[0] - root_A2
assert 0 < mixed_E < 2 * K and mixed_E < mixed_A1 < 4 * K
assert mixed_E / mixed_A1 < 0.5

print(f"carbon-vacancy distance: {distance:.1f} bohr")
print(f"screening factor: {screening:.1f}")
print(f"level separation Delta: {Delta:.3f} hartree")
print(f"overlap of two hybrids: {overlap[0, 1]:.4f}")
print(f"J_xx: {Jxx:.6f} hartree")
print(f"J_xy: {Jxy:.6f} hartree")
print(f"K: {K:.6f} hartree = {K * HARTREE_EV:.4f} eV")
print(f"K from Fourier integral: {K_fourier:.6f} hartree")
print(f"J_xx - J_xy: {Jxx - Jxy:.6f} hartree")
print(f"2K: {2 * K:.6f} hartree")
print(f"identity mismatch, one carbon moved 0.3 bohr: {mismatch:.6f} hartree")
print("term, states, S^2, character C3, character mirror, repulsion (hartree)")
for name, count, s2, c3, mirror, energy in report:
    print(f"{name}: {count}, {s2 + 0:.2f}, {c3:.2f}, {mirror:.2f}, {energy:.6f}")
gap_E, gap_A1 = level[3] - level[0], level[5] - level[0]
print("single configuration, above 3A2:")
print(f"1E: {gap_E:.6f} hartree = {gap_E * HARTREE_EV:.4f} eV")
print(f"1A1: {gap_A1:.6f} hartree = {gap_A1 * HARTREE_EV:.4f} eV")
print(f"g: {g:.6f} hartree")
print(f"J_ax: {Jax:.6f} hartree")
print(f"K_ax: {Kax:.6f} hartree")
print(f"J_aa: {Jaa:.6f} hartree")
print(f"1E coupling 2g: {2 * g:.6f} hartree")
print(f"1A1 coupling sqrt(2) K_ax: {np.sqrt(2) * Kax:.6f} hartree")
print(f"upper 1E diagonal element: {Delta + Jax + Kax:.6f} hartree")
print(f"upper 1A1 diagonal element: {2 * Delta + Jaa:.6f} hartree")
print("with mixing in the three orbitals, above 3A2:")
print(f"1E: {mixed_E:.6f} hartree = {mixed_E * HARTREE_EV:.4f} eV")
print(f"1A1: {mixed_A1:.6f} hartree = {mixed_A1 * HARTREE_EV:.4f} eV")
print(f"lowering of 1E: {2 * K - mixed_E:.6f} hartree")
print(f"lowering of 1A1: {4 * K - mixed_A1:.6f} hartree")
print(f"ratio of 1E to 1A1 height, unmixed: {gap_E / gap_A1:.4f}")
print(f"ratio of 1E to 1A1 height, mixed: {mixed_E / mixed_A1:.4f}")
print("every check passed")
```

Output:

```
carbon-vacancy distance: 2.9 bohr
screening factor: 5.0
level separation Delta: 0.080 hartree
overlap of two hybrids: 0.1238
J_xx: 0.105618 hartree
J_xy: 0.071720 hartree
K: 0.016949 hartree = 0.4612 eV
K from Fourier integral: 0.016949 hartree
J_xx - J_xy: 0.033897 hartree
2K: 0.033897 hartree
identity mismatch, one carbon moved 0.3 bohr: 0.000254 hartree
term, states, S^2, character C3, character mirror, repulsion (hartree)
3A2: 3, 2.00, 1.00, -1.00, 0.054772
1E: 2, 0.00, -1.00, -0.00, 0.088669
1A1: 1, 0.00, 1.00, 1.00, 0.122566
single configuration, above 3A2:
1E: 0.033897 hartree = 0.9224 eV
1A1: 0.067794 hartree = 1.8448 eV
g: 0.022877 hartree
J_ax: 0.087826 hartree
K_ax: 0.031593 hartree
J_aa: 0.088426 hartree
1E coupling 2g: 0.045754 hartree
1A1 coupling sqrt(2) K_ax: 0.044680 hartree
upper 1E diagonal element: 0.199419 hartree
upper 1A1 diagonal element: 0.248426 hartree
with mixing in the three orbitals, above 3A2:
1E: 0.017440 hartree = 0.4746 eV
1A1: 0.053546 hartree = 1.4571 eV
lowering of 1E: 0.016457 hartree
lowering of 1A1: 0.014248 hartree
ratio of 1E to 1A1 height, unmixed: 0.5000
ratio of 1E to 1A1 height, mixed: 0.3257
every check passed
```
